# Why magnetic splitting makes manganese a weak resonant scatterer in copper: a program that tests the result

```python
# Result under test: a half-filled d shell scatters weakly when exchange splits
# its two spin phase shifts to pi-delta and delta. For random classical moments
#   rho = rho_u*sin(delta)^2,  potential part = rho_u*sin(delta)^4,
#   rho_u = 20*pi*hbar*c/(e^2*kF)  (unitarity limit of d waves).
# gamma: half-width of the d resonance; stoner: exchange parameter I, so that
# the spin splitting is I*m; m: moment in Bohr magnetons; c: atomic fraction.
# Energies are in eV from the Fermi level. "Up" is along the local moment.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, expit

gamma, stoner = 0.5, 0.8
lattice_nm, fraction, temperature = 0.3615, 0.01, 300.0
pi = np.pi


def phases(filling, moment):
    return pi * (filling + moment) / 10, pi * (filling - moment) / 10


def solve_moment(filling):
    def mismatch(m):
        up, down = phases(filling, m)
        return 1 / np.tan(down) - 1 / np.tan(up) - stoner * m / gamma
    return brentq(mismatch, 0.1, min(filling, 10 - filling) - 1e-6)


def amplitude(delta):
    delta = np.asarray(delta, dtype=float)
    return np.exp(1j * delta) * np.sin(delta)


nodes, weights = np.polynomial.legendre.leggauss(40)


def wave(amps, x):
    return sum((2 * l + 1) * a * eval_legendre(l, x)
               for l, a in enumerate(amps))


def transport(amps):
    """Transport cross section in units of 4*pi/kF^2, by quadrature."""
    return 0.5 * np.sum(weights * abs(wave(amps, nodes))**2 * (1 - nodes))


# ---- self-consistent magnetic solution at half filling
m5 = solve_moment(5.0)
d_up, d_down = phases(5.0, m5)
half_split = stoner * m5 / 2

# ---- level coupled to a discrete flat band: phase, occupation, energy
n_band, spacing = 1200, 0.1
smooth = spacing / 2      # small thermal smoothing of the discrete levels
band = (np.arange(n_band) - n_band / 2 + 0.5) * spacing


def diagonalize(level):
    h = np.diag(np.append(level, band))
    h[0, 1:] = h[1:, 0] = np.sqrt(gamma * spacing / pi)
    energy, vec = eigh(h)
    occupation = np.sum(vec[0]**2 * expit(-energy / smooth))
    grand = -smooth * np.sum(np.logaddexp(0, -energy / smooth))
    near = energy[abs(energy) < 0.5]
    y = near / spacing - 0.5
    shift_phase = pi * (1 - (y - np.floor(y)))
    return np.interp(0.0, near, shift_phase), occupation, grand


ph_up, occ_up, om_up = diagonalize(-half_split)
ph_dn, occ_dn, om_dn = diagonalize(half_split)
_, occ_0, om_0 = diagonalize(0.0)
assert abs(ph_up - d_up) < 0.01 and abs(ph_dn - d_down) < 0.01
# The finite band width changes occupations by about gamma/(pi*60 eV).
assert abs(occ_up - ph_up / pi) < 0.005
assert abs(occ_dn - ph_dn / pi) < 0.005
m_diag = 5 * (occ_up - occ_dn)
assert abs(m_diag - m5) < 0.04

# Energy of the magnetic state relative to the nonmagnetic one.
ratio = half_split / gamma
gain = (-(10 / pi) * (half_split * np.arctan(ratio)
                      - gamma / 2 * np.log(1 + ratio**2))
        + stoner * m5**2 / 4)
gain_diag = 5 * (om_up + om_dn - 2 * om_0) + stoner * m5**2 / 4
# Smoothing and finite band width each contribute a few hundredths of an eV.
assert abs(gain - gain_diag) < 0.08 and gain < 0

# Threshold for a moment, found by iterating the self-consistency map.
critical = pi * gamma / 5
final = []
for factor in (0.95, 1.05):
    m = 5.0
    for _ in range(2000):
        m = 10 / pi * np.arctan(factor * critical * m / (2 * gamma))
    final.append(m)
assert final[0] < 1e-6 and final[1] > 0.5

# ---- transport cross section: quadrature against the phase-shift sum
trial = np.array([0.7, -0.3, 1.1])
padded = np.append(trial, 0.0)
phase_sum = sum((l + 1) * np.sin(padded[l] - padded[l + 1])**2
                for l in range(3))
assert abs(transport(amplitude(trial)) - phase_sum) < 1e-10

# The collision integral acting on a cos(angle) distribution.
phi = 2 * pi * np.arange(40) / 40
cos_in = np.cos(0.7)
cos_out, azimuth = np.meshgrid(nodes, phi, indexing="ij")
cos_between = (cos_in * cos_out
               + np.sin(0.7) * np.sqrt(1 - cos_out**2) * np.cos(azimuth))
kernel = abs(wave(amplitude(trial), cos_between))**2
collision = np.sum(weights[:, None] * kernel * (1 - cos_out / cos_in)) / 80
assert abs(collision - phase_sum) < 1e-10


# ---- random moment directions: explicit average of the 2x2 spin amplitude
def direction_average(up, down):
    mean, rate = np.zeros((2, 2), complex), 0.0
    for x, w in zip(nodes, weights):
        for angle in phi:
            spinor = np.array([np.sqrt((1 + x) / 2),
                               np.exp(1j * angle) * np.sqrt((1 - x) / 2)])
            proj = np.outer(spinor, spinor.conj())
            t = amplitude(up) * proj + amplitude(down) * (np.eye(2) - proj)
            mean += w * t / 80
            rate += w * np.sum(abs(t[:, 0])**2) / 80
    return rate, abs(mean[0, 0])**2


rate, pot = direction_average(2.6, 0.5)
total_angle, diff_angle = 3.1, 2.1
assert abs(rate - (1 - np.cos(total_angle) * np.cos(diff_angle)) / 2) < 1e-10
assert abs(pot - (1 + np.cos(diff_angle)**2
                  - 2 * np.cos(total_angle) * np.cos(diff_angle)) / 4) < 1e-10
rate5, pot5 = direction_average(d_up, d_down)
assert abs(rate5 - np.cos(pi * m5 / 10)**2) < 1e-10
assert abs(pot5 - np.sin(d_down)**4) < 1e-10
exch5 = rate5 - pot5

# ---- copper host and resistivity in micro-ohm cm
density = 4 / (lattice_nm * 1e-9)**3
k_f = (3 * pi**2 * density)**(1 / 3)
v_f = const.hbar * k_f / const.m_e


def resistivity(cross):
    sigma = 4 * pi / k_f**2 * cross
    inverse_tau = fraction * density * v_f * sigma
    return const.m_e * inverse_tau / (density * const.e**2) * 1e8


rho_u = resistivity(transport(amplitude([0, 0, pi / 2])))
compact = 20 * pi * const.hbar * fraction / (const.e**2 * k_f) * 1e8
assert abs(rho_u / compact - 1) < 1e-10
rho_d, rho_pot, rho_ex = rho_u * rate5, rho_u * pot5, rho_u * exch5
path_nm = 1e9 / (fraction * density * 4 * pi / k_f**2 * 5 * rate5)


# ---- neglected effect: screening by s and p waves, and another d filling
def with_sp(delta_s, delta_p, up, down):
    a_up = amplitude([delta_s, delta_p, up])
    a_dn = amplitude([delta_s, delta_p, down])
    total = (transport(a_up) + transport(a_dn)) / 2
    return resistivity(total), resistivity(transport((a_up + a_dn) / 2))


sp_total, sp_pot = with_sp(pi / 8, pi / 8, d_up, d_down)
s_total, s_pot = with_sp(pi / 2, 0.0, d_up, d_down)
m6 = solve_moment(6.0)
up6, down6 = phases(6.0, m6)
six_total, six_pot = with_sp(0.0, 0.0, up6, down6)
six_nonmag = rho_u * np.sin(0.6 * pi)**2
assert max(sp_total, s_total, six_total) < rho_u / 2

# ---- neglected effect: thermal smearing of the resonance tails
kt = const.k * temperature / const.e
grid = np.linspace(-12 * kt, 12 * kt, 4001)
window = 1 / (4 * kt * np.cosh(grid / (2 * kt))**2)
tails = sum(0.5 * gamma**2 / (gamma**2 + (grid - s * half_split)**2)
            for s in (-1, 1))
smear = 1 / (np.sum(window / tails) * (grid[1] - grid[0])) / rate5 - 1

# ---- neglected effect: quantum spin 5/2 and Kondo logarithms
spin = 2.5


def spin_matrices(s):
    mz = np.arange(s, -s - 1, -1)
    raise_op = np.diag(np.sqrt(s * (s + 1) - mz[1:] * (mz[1:] + 1)), 1)
    return [(raise_op + raise_op.T) / 2, (raise_op - raise_op.T) / 2j,
            np.diag(mz)]


big, small = spin_matrices(spin), spin_matrices(0.5)
dot = sum(np.kron(a, b) for a, b in zip(big, small))
quantum = np.trace(dot @ dot).real / 12 / (spin**2 / 4)
assert abs(quantum - (spin + 1) / spin) < 1e-12
# Particle and hole processes differ by a commutator: coefficient one.
second = sum(np.kron(big[i] @ big[j],
                     small[i] @ small[j] - small[j] @ small[i])
             for i in range(3) for j in range(3))
assert np.allclose(second, -dot)
coupling = 2 * d_down / (pi * spin)   # density of states times exchange J
log_range = np.log(half_split / kt)
running = coupling / (1 - coupling * log_range)
flow = solve_ivp(lambda t, g: g**2, (0, log_range), [coupling],
                 rtol=1e-9, atol=1e-12)
assert abs(flow.y[0, -1] / running - 1) < 1e-6
kondo_factor = (running / coupling)**2
kondo_temp = half_split * const.e / const.k * np.exp(-1 / coupling)
high_estimate = sp_pot + rho_ex * quantum * kondo_factor
assert high_estimate < rho_u / 2

print(f"lattice constant (rough input): {lattice_nm:.4f} nm")
print(f"manganese content: {100 * fraction:.1f} at.%")
print(f"resonance half-width gamma (rough input): {gamma:.2f} eV")
print(f"exchange parameter I (rough input): {stoner:.2f} eV")
print(f"temperature of use: {temperature:.0f} K")
print(f"host electron density: {density * 1e-27:.2f} nm^-3")
print(f"host Fermi wave number: {k_f * 1e-9:.2f} nm^-1")
print(f"threshold I for a moment: {critical:.3f} eV")
print(f"moment, self-consistent: {m5:.3f} Bohr magnetons")
print(f"moment, diagonalization: {m_diag:.3f} Bohr magnetons")
print(f"spin splitting I*m: {2 * half_split:.3f} eV")
print(f"level distance from Fermi level: {half_split:.3f} eV")
print(f"phase up, formula: {d_up:.4f} rad")
print(f"phase up, level shifts: {ph_up:.4f} rad")
print(f"phase down, formula: {d_down:.4f} rad")
print(f"phase down, level shifts: {ph_dn:.4f} rad")
print(f"occupation per up orbital, diagonalization: {occ_up:.4f}")
print(f"occupation per down orbital, diagonalization: {occ_dn:.4f}")
print(f"energy of magnetic minus nonmagnetic, formula: {gain:.3f} eV")
print(f"same energy, diagonalization: {gain_diag:.3f} eV")
print(f"sin^2(delta): {rate5:.4f}")
print(f"sin^4(delta): {pot5:.5f}")
print(f"sin^2(delta)*cos^2(delta): {exch5:.4f}")
print(f"nonmagnetic half-filled resistivity: {rho_u:.2f} uOhm cm")
print(f"magnetic d resistivity: {rho_d:.2f} uOhm cm")
print(f"same in SI: {rho_d * 10:.1f} nOhm m")
print(f"reduction factor: {rho_u / rho_d:.1f}")
print(f"potential part, d only: {rho_pot:.3f} uOhm cm")
print(f"exchange part, d only: {rho_ex:.2f} uOhm cm")
print(f"mean free path from Mn, d only: {path_nm:.1f} nm")
print(f"kF times mean free path: {k_f * path_nm * 1e-9:.0f}")
for m in range(6):
    value = rho_u * np.cos(pi * m / 10)**2
    print(f"half filling, imposed moment {m}: {value:.2f} uOhm cm")
print(f"equal s,p phases pi/8, total: {sp_total:.2f} uOhm cm")
print(f"equal s,p phases pi/8, potential part: {sp_pot:.2f} uOhm cm")
print(f"s phase pi/2 only, total: {s_total:.2f} uOhm cm")
print(f"s phase pi/2 only, potential part: {s_pot:.2f} uOhm cm")
print(f"six d electrons, moment: {m6:.3f} Bohr magnetons")
print(f"six d electrons, phases: {up6:.3f} and {down6:.3f} rad")
print(f"six d electrons, total: {six_total:.2f} uOhm cm")
print(f"six d electrons, potential part: {six_pot:.2f} uOhm cm")
print(f"six d electrons, nonmagnetic: {six_nonmag:.2f} uOhm cm")
print(f"thermal smearing changes d resistivity by: {100 * smear:.2f} %")
print(f"quantum-spin factor on exchange part: {quantum:.2f}")
print(f"dimensionless Kondo coupling: {coupling:.4f}")
print(f"Kondo factor on exchange part at 300 K: {kondo_factor:.2f}")
print(f"Kondo temperature, leading estimate: {kondo_temp:.3f} K")
print(f"high estimate, s,p + spin + Kondo: {high_estimate:.2f} uOhm cm")
print("verified")
```

Running it gives:

```
lattice constant (rough input): 0.3615 nm
manganese content: 1.0 at.%
resonance half-width gamma (rough input): 0.50 eV
exchange parameter I (rough input): 0.80 eV
temperature of use: 300 K
host electron density: 84.67 nm^-3
host Fermi wave number: 13.58 nm^-1
threshold I for a moment: 0.314 eV
moment, self-consistent: 4.046 Bohr magnetons
moment, diagonalization: 4.065 Bohr magnetons
spin splitting I*m: 3.237 eV
level distance from Fermi level: 1.619 eV
phase up, formula: 2.8420 rad
phase up, level shifts: 2.8417 rad
phase down, formula: 0.2996 rad
phase down, level shifts: 0.2999 rad
occupation per up orbital, diagonalization: 0.9065
occupation per down orbital, diagonalization: 0.0935
energy of magnetic minus nonmagnetic, formula: -1.332 eV
same energy, diagonalization: -1.333 eV
sin^2(delta): 0.0871
sin^4(delta): 0.00759
sin^2(delta)*cos^2(delta): 0.0795
nonmagnetic half-filled resistivity: 19.00 uOhm cm
magnetic d resistivity: 1.66 uOhm cm
same in SI: 16.6 nOhm m
reduction factor: 11.5
potential part, d only: 0.144 uOhm cm
exchange part, d only: 1.51 uOhm cm
mean free path from Mn, d only: 39.8 nm
kF times mean free path: 541
half filling, imposed moment 0: 19.00 uOhm cm
half filling, imposed moment 1: 17.19 uOhm cm
half filling, imposed moment 2: 12.44 uOhm cm
half filling, imposed moment 3: 6.56 uOhm cm
half filling, imposed moment 4: 1.81 uOhm cm
half filling, imposed moment 5: 0.00 uOhm cm
equal s,p phases pi/8, total: 2.57 uOhm cm
equal s,p phases pi/8, potential part: 1.06 uOhm cm
s phase pi/2 only, total: 5.46 uOhm cm
s phase pi/2 only, potential part: 3.94 uOhm cm
six d electrons, moment: 3.286 Bohr magnetons
six d electrons, phases: 2.917 and 0.853 rad
six d electrons, total: 5.86 uOhm cm
six d electrons, potential part: 2.17 uOhm cm
six d electrons, nonmagnetic: 17.19 uOhm cm
thermal smearing changes d resistivity by: 0.20 %
quantum-spin factor on exchange part: 1.40
dimensionless Kondo coupling: 0.0763
Kondo factor on exchange part at 300 K: 2.14
Kondo temperature, leading estimate: 0.038 K
high estimate, s,p + spin + Kondo: 5.58 uOhm cm
verified
```
